# Surface Energy and Work of Adhesion from Slab Thickness Fits: verification in Python

```python
"""
Result under test: slab energies E_N = N*e + 2*A*gamma + r_N, so a line fitted
against thickness N gives the surface energy gamma without a separate bulk run.
A bulk energy e_other from different k sampling instead gives an apparent
surface energy that drifts as -N*(e_other-e)/(2*A).
N: number of Si(111) double layers; e: energy per double layer and surface cell;
A: surface cell area; r_N: remainder from coupling of the two faces.
Model: nearest-neighbour sp3 tight binding plus pair repulsion, rough Si values.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

E_S, E_P = -6.5, 0.0
V_SS, V_SP, V_PPS, V_PPP = -1.8, 2.0, 3.0, -0.9
REPULSION = 3.5
BOND = 0.235
TO_J_M2 = const.e / 1e-18

side = BOND * np.sqrt(8.0 / 3.0)
area = side**2 * np.sqrt(3.0) / 2.0
angles = np.deg2rad([90.0, 210.0, 330.0])
tau = side / np.sqrt(3.0) * np.column_stack([np.cos(angles), np.sin(angles)])
lattice = np.array([tau[1] - tau[0], tau[2] - tau[0]])
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
onsite = np.diag([E_S, E_P, E_P, E_P])


def hopping(vector):
    """Two-centre 4x4 block; vector points from first to second atom."""
    length = np.linalg.norm(vector)
    c = vector / length
    block = np.zeros((4, 4))
    block[0, 0] = V_SS
    block[0, 1:] = V_SP * c
    block[1:, 0] = -V_SP * c
    block[1:, 1:] = V_PPP * np.eye(3) + (V_PPS - V_PPP) * np.outer(c, c)
    return block * (BOND / length)**2


def back_bonds(k, outward=0.0):
    total = np.zeros((len(k), 4, 4), complex)
    for t in tau:
        vector = np.array([t[0], t[1], -BOND / 3 - outward])
        total += np.exp(1j * (k @ t))[:, None, None] * hopping(vector)
    return total


def surface_mesh(n):
    """Shifted mesh with even n; time reversal supplies the other half."""
    return np.array([((i + 0.5) / n, (j + 0.5) / n)
                     for i in range(n // 2) for j in range(n)]) @ reciprocal


def bulk_levels(k, q, strength=1.0):
    h = np.zeros((len(k), 8, 8), complex)
    h[:, :4, :4] = onsite
    h[:, 4:, 4:] = onsite
    down = hopping(np.array([0.0, 0.0, -BOND]))
    h[:, :4, 4:] = strength * (back_bonds(k)
                               + np.exp(-1j * q)[:, None, None] * down.T)
    return np.linalg.eigvalsh(h, UPLO='U')


def bulk_same_mesh(k, strength=1.0, nq=40):
    """Band energy per double layer, normal wavevector integrated."""
    q = 2 * np.pi * (np.arange(nq) + 0.5) / nq
    levels = bulk_levels(np.repeat(k, nq, axis=0), np.tile(q, len(k)), strength)
    return 2 * levels[:, :4].sum(axis=1).mean()


def bulk_3d_levels(n, shift):
    f = (np.arange(n) + shift) / n
    f1, f2, f3 = [x.ravel() for x in np.meshgrid(f, f, f, indexing='ij')]
    k = np.column_stack([f1, f2]) @ reciprocal
    return bulk_levels(k, 2 * np.pi * f3 - k @ tau[0])


def bulk_3d(n, shift):
    levels = bulk_3d_levels(n, shift)
    return 2 * levels[:, :4].sum(axis=1).mean() + 4 * REPULSION


k_slab = surface_mesh(4)
step = 1e-3
hop_energy = (bulk_same_mesh(k_slab, 1 + step)
              - bulk_same_mesh(k_slab, 1 - step)) / (2 * step)
# Zero pressure at the chosen bond length fixes the repulsion exponent.
exponent = -hop_energy / (2 * REPULSION)


def slab_matrix(n, k, join=None, stretch=1.0, outward=0.0):
    h = np.zeros((len(k), 8 * n, 8 * n), complex)
    for atom in range(2 * n):
        s = slice(4 * atom, 4 * atom + 4)
        h[:, s, s] = onsite
    pair_energy = 0.0
    normal_back = back_bonds(k)
    outer_back = back_bonds(k, outward)
    for i in range(n):
        a, b, c = 8 * i, 8 * i + 4, 8 * i + 8
        outer = i in (0, n - 1)
        h[:, a:b, b:c] = outer_back if outer else normal_back
        height = BOND / 3 + (outward if outer else 0.0)
        length = np.sqrt(side**2 / 3 + height**2)
        pair_energy += 3 * REPULSION * (BOND / length)**exponent
        if i < n - 1:
            factor = stretch if i == join else 1.0
            h[:, b:c, c:c + 4] = hopping(np.array([0, 0, -BOND * factor]))
            pair_energy += REPULSION * factor**(-exponent)
    return h, pair_energy


def occupations(n):
    occ = np.zeros(8 * n)
    occ[:4 * n - 1] = 2.0
    occ[4 * n - 1:4 * n + 1] = 1.0
    return occ


def slab_energy(n, k=k_slab, **geometry):
    h, pair_energy = slab_matrix(n, k, **geometry)
    levels = np.linalg.eigvalsh(h, UPLO='U')
    return (levels @ occupations(n)).mean() + pair_energy


def line(n_values, energies):
    return np.polyfit(n_values, energies, 1)


def gamma_j(two_face_energy):
    return two_face_energy / (2 * area) * TO_J_M2


# Hamiltonian check: zone-centre levels known from symmetry.
centre = bulk_levels(np.zeros((1, 2)), np.zeros(1))[0]
p_split = 4 * (V_PPS + 2 * V_PPP) / 3
known = sorted([E_S + 4 * V_SS, E_S - 4 * V_SS]
               + 3 * [E_P - p_split] + 3 * [E_P + p_split])
assert np.allclose(centre, known, atol=1e-10)
bands = bulk_3d_levels(8, 0.0)
valence_top = bands[:, 3].max()
gap = bands[:, 4].min() - valence_top
assert gap > 0


def scaled_bulk(x):
    return bulk_same_mesh(k_slab, x**-2) + 4 * REPULSION * x**(-exponent)


assert scaled_bulk(0.99) > scaled_bulk(1.0) < scaled_bulk(1.01)

# Thickness fit against a bulk calculation on the same in-plane mesh.
energy = {n: slab_energy(n) for n in list(range(1, 13)) + [14, 16, 18, 20]}
window = np.arange(4, 13)
slope, intercept = line(window, [energy[n] for n in window])
e_same = bulk_same_mesh(k_slab) + 4 * REPULSION
reference = energy[20] - 20 * e_same
assert abs(slope - e_same) < 2e-3
assert abs(intercept - reference) < 0.02
assert abs((energy[12] - 12 * e_same) - reference) < 0.01
thin_intercept = line(np.arange(1, 5), [energy[n] for n in range(1, 5)])[1]

# Drift caused by a bulk energy from another mesh.
e_coarse, e_dense = bulk_3d(4, 0.0), bulk_3d(12, 0.5)
thick = np.array([12, 14, 16, 18, 20])
for e_other in (e_coarse, e_dense):
    apparent = [(energy[n] - n * e_other) / (2 * area) for n in thick]
    drift = line(thick, apparent)[0]
    predicted = -(e_other - e_same) / (2 * area)
    assert abs(drift - predicted) < 0.05 * abs(predicted) + 1e-4 / area

# Noise of the intercept: random trials against the least-squares law.
sigma = 1e-3
rng = np.random.default_rng(7)


def noise_law(n):
    n = np.asarray(n, float)
    return sigma * np.sqrt(1 / len(n) + n.mean()**2 / ((n - n.mean())**2).sum())


for n_set in (window, np.array([11, 12])):
    trials = np.array([energy[n] for n in n_set])[:, None] \
        + sigma * rng.standard_normal((len(n_set), 8000))
    assert abs(line(n_set, trials)[1].std() / noise_law(n_set) - 1) < 0.05
assert np.isclose(noise_law([11, 12]), sigma * np.hypot(12, 11))


# Metallic chain, hopping magnitude one: slowly decaying remainder.
def chain_energy(n):
    h = -np.eye(n, k=1) - np.eye(n, k=-1)
    return 2 * np.linalg.eigvalsh(h)[:n // 2].sum()


chain_ends = 2 - 4 / np.pi
for n in (20, 60, 200):
    closed = -2 * (1 / np.sin(np.pi / (2 * n + 2)) - 1)
    assert abs(chain_energy(n) - closed) < 1e-9
    remainder = chain_energy(n) + 4 * n / np.pi - chain_ends
    assert abs(remainder / (-np.pi / (6 * (n + 1))) - 1) < 0.01
chain_n = np.arange(4, 13, 2)
chain_fit = line(chain_n, [chain_energy(n) for n in chain_n])[1]
centred = chain_n - chain_n.mean()
weights = 1 / len(chain_n) - chain_n.mean() * centred / (centred**2).sum()
chain_bias = weights @ (-np.pi / (6 * (chain_n + 1)))
assert abs((chain_fit - chain_ends) / chain_bias - 1) < 0.03

# Adhesion: fitted surface and interface energies against direct separation.
stretch = 1.10
halves = np.arange(4, 9)
joined = [slab_energy(2 * n, join=n - 1, stretch=stretch) for n in halves]
interface = line(2 * halves, joined)[1] - intercept
work_fit = intercept - interface
work_direct = 2 * energy[10] - slab_energy(20, join=9, stretch=stretch)
perfect_direct = 2 * energy[10] - energy[20]
assert abs(work_fit - work_direct) < 0.04
assert abs(perfect_direct - intercept) < 0.02

# Sizes of neglected effects.
k_fine = surface_mesh(10)
fine_n = np.array([6, 8, 10])
fine_intercept = line(fine_n, [slab_energy(n, k_fine) for n in fine_n])[1]
relax = minimize_scalar(lambda u: slab_energy(8, outward=u),
                        bounds=(-0.07, 0.03), method='bounded',
                        options={'xatol': 1e-4})
relax_gain = energy[8] - relax.fun
assert relax_gain >= -1e-6
h10, _ = slab_matrix(10, k_fine)
levels, vectors = np.linalg.eigh(h10, UPLO='U')
constrained = (levels @ occupations(10)).mean()
free_filling = 2 * np.sort(levels.ravel())[:40 * len(k_fine)].sum() / len(k_fine)
filling_gain = constrained - free_filling
assert filling_gain >= -1e-9
density = np.abs(vectors)**2
population = (density @ occupations(10)).mean(axis=0).reshape(20, 4).sum(axis=1)
assert abs(population.sum() - 80) < 1e-8
charge = 4 - population
U_ROUGH = 7.0
charging_bound = 0.5 * U_ROUGH * (charge**2).sum()
surface_pair = density[:, :, 39:41].sum(axis=2).mean(axis=0) / 2
outer_weight = surface_pair[:16].sum() + surface_pair[-16:].sum()
surface_levels = levels[:, 39:41] - valence_top
SOFTENING = 0.8
kt = const.k * 300 / const.e
vibration = 3 * kt * np.log(1 / SOFTENING) / area * TO_J_M2

print(f"s and p levels: {E_S:.1f}, {E_P:.1f} eV")
print(f"hoppings ss,sp,pp-sigma,pp-pi: {V_SS}, {V_SP}, {V_PPS}, {V_PPP} eV")
print(f"repulsion per bond: {REPULSION:.2f} eV; exponent {exponent:.3f}")
print(f"bond length: {BOND:.3f} nm; cell area: {area:.5f} nm^2")
print(f"model bulk gap on 8x8x8 mesh: {gap:.3f} eV")
print(f"cohesive energy: {(2*E_S + 2*E_P - e_dense/2):.3f} eV/atom")
print("slab mesh: 4x4 shifted; fit window: 4 to 12 double layers")
for n in (1, 2, 4, 6, 8, 10, 12, 20):
    print(f"N={n}: E={energy[n]:.5f} eV, E-N*e={energy[n]-n*e_same:.5f} eV")
print(f"fitted slope: {slope:.6f} eV per double layer")
print(f"same-mesh bulk e: {e_same:.6f} eV per double layer")
print(f"fitted intercept: {intercept:.5f} eV per cell (two faces)")
print(f"reference intercept, N=20: {reference:.5f} eV per cell")
print(f"surface energy: {intercept/(2*area):.4f} eV/nm^2")
print(f"surface energy: {gamma_j(intercept):.4f} J/m^2")
print(f"thin window N=1-4 gives: {gamma_j(thin_intercept):.4f} J/m^2")
print(f"coarse bulk (4x4x4 centred) minus e: {1e3*(e_coarse-e_same):.3f} meV")
print(f"dense bulk (12x12x12) minus e: {1e3*(e_dense-e_same):.3f} meV")
for n in (4, 8, 12, 20):
    bad = gamma_j(energy[n] - n * e_coarse)
    dense = gamma_j(energy[n] - n * e_dense)
    print(f"apparent gamma N={n}: coarse {bad:.4f}, dense {dense:.4f} J/m^2")
print(f"assumed energy noise: {1e3*sigma:.1f} meV per slab")
print(f"intercept noise, full window: {1e3*noise_law(window):.3f} meV")
print(f"intercept noise, N=11,12 only: {1e3*noise_law([11,12]):.3f} meV")
print(f"gamma noise, full window: {gamma_j(noise_law(window)):.5f} J/m^2")
print(f"metal chain exact two-end energy: {chain_ends:.5f} t")
print(f"metal chain fit, N=4,6,...,12: {chain_fit:.5f} t")
print(f"metal chain bias from remainder law: {chain_bias:.5f} t")
print(f"perfect-joint work 2*gamma: {2*gamma_j(intercept):.4f} J/m^2")
print(f"perfect-joint work, direct: {2*gamma_j(perfect_direct):.4f} J/m^2")
print(f"interface bond stretch: {100*(stretch-1):.0f} percent")
print(f"interface energy: {2*gamma_j(interface):.4f} J/m^2")
print(f"stretched-joint work, fit: {2*gamma_j(work_fit):.4f} J/m^2")
print(f"stretched-joint work, direct: {2*gamma_j(work_direct):.4f} J/m^2")
print(f"gamma on 10x10 mesh, N=6,8,10: {gamma_j(fine_intercept):.4f} J/m^2")
print(f"outer atom shift (outward +): {relax.x:.4f} nm")
print(f"relaxation lowers gamma by: {gamma_j(relax_gain):.4f} J/m^2")
print(f"free band filling lowers gamma by: {gamma_j(filling_gain):.4f} J/m^2")
print(f"outermost atom charge: {charge[0]:.4f} e; next: {charge[1]:.4f} e")
print(f"charging bound, U={U_ROUGH:.0f} eV: {gamma_j(charging_bound):.4f} J/m^2")
print(f"surface bands above valence top: {surface_levels.min():.3f} to "
      f"{surface_levels.max():.3f} eV")
print(f"their weight in outer 2+2 double layers: {outer_weight:.3f}")
print(f"vibration, 300 K, 20 percent softening: {vibration:.4f} J/m^2")
print("all tests passed")
```

Output:

```
s and p levels: -6.5, 0.0 eV
hoppings ss,sp,pp-sigma,pp-pi: -1.8, 2.0, 3.0, -0.9 eV
repulsion per bond: 3.50 eV; exponent 4.749
bond length: 0.235 nm; cell area: 0.12754 nm^2
model bulk gap on 8x8x8 mesh: 2.020 eV
cohesive energy: 6.182 eV/atom
slab mesh: 4x4 shifted; fit window: 4 to 12 double layers
N=1: E=-33.78111 eV, E-N*e=4.58711 eV
N=2: E=-72.75209 eV, E-N*e=3.98435 eV
N=4: E=-149.63817 eV, E-N*e=3.83472 eV
N=6: E=-226.38585 eV, E-N*e=3.82349 eV
N=8: E=-303.12342 eV, E-N*e=3.82238 eV
N=10: E=-379.85998 eV, E-N*e=3.82226 eV
N=12: E=-456.59644 eV, E-N*e=3.82224 eV
N=20: E=-763.54223 eV, E-N*e=3.82224 eV
fitted slope: -38.369297 eV per double layer
same-mesh bulk e: -38.368224 eV per double layer
fitted intercept: 3.83285 eV per cell (two faces)
reference intercept, N=20: 3.82224 eV per cell
surface energy: 15.0265 eV/nm^2
surface energy: 2.4075 J/m^2
thin window N=1-4 gives: 2.9283 J/m^2
coarse bulk (4x4x4 centred) minus e: 31.624 meV
dense bulk (12x12x12) minus e: 4.335 meV
apparent gamma N=4: coarse 2.3292, dense 2.3978 J/m^2
apparent gamma N=8: coarse 2.2420, dense 2.3791 J/m^2
apparent gamma N=12: coarse 2.1625, dense 2.3682 J/m^2
apparent gamma N=20: coarse 2.0036, dense 2.3464 J/m^2
assumed energy noise: 1.0 meV per slab
intercept noise, full window: 1.085 meV
intercept noise, N=11,12 only: 16.279 meV
gamma noise, full window: 0.00068 J/m^2
metal chain exact two-end energy: 0.72676 t
metal chain fit, N=4,6,...,12: 0.59775 t
metal chain bias from remainder law: -0.12755 t
perfect-joint work 2*gamma: 4.8150 J/m^2
perfect-joint work, direct: 4.8017 J/m^2
interface bond stretch: 10 percent
interface energy: 0.1708 J/m^2
stretched-joint work, fit: 4.6442 J/m^2
stretched-joint work, direct: 4.6163 J/m^2
gamma on 10x10 mesh, N=6,8,10: 2.4027 J/m^2
outer atom shift (outward +): -0.0013 nm
relaxation lowers gamma by: 0.0007 J/m^2
free band filling lowers gamma by: 0.2573 J/m^2
outermost atom charge: 0.0059 e; next: -0.0307 e
charging bound, U=7 eV: 0.0055 J/m^2
surface bands above valence top: 0.154 to 1.110 eV
their weight in outer 2+2 double layers: 0.971
vibration, 300 K, 20 percent softening: 0.0217 J/m^2
all tests passed
```
